# The g Factor of a Bound Dirac Electron, from 1s to Any Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the magnetic energy to the 1s state

Q: A free Dirac electron has $g=2$. I am told that the same electron, bound in the 1s state of a hydrogenlike ion, has another value. Before I believe it, what is meant by $g$ when spin and orbital motion are tied together?

A: It is the coefficient of the linear Zeeman shift. The electron has mass $m$ and charge $-e$, with $e>0$, and a weak uniform field $B$ points along $z$. A level with total angular momentum $j$ splits according to $m_j$, the eigenvalue of $J_z/\hbar$, and we define $g$ by

$$\Delta E=g\,\mu_B B\,m_j,\qquad \mu_B=\frac{e\hbar}{2m}.$$

No division into a spin part and an orbital part is needed. The definition refers to an energy shift, which the Dirac equation can supply.

Q: Then which Hamiltonian supplies it, and what is left out?

A: Without the magnetic field,

$$H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad V(r)=-\frac{Z\alpha\hbar c}{r},$$

where $\boldsymbol\alpha$ and $\beta$ are the Dirac matrices and the $\alpha$ in $Z\alpha$ is the fine-structure constant. The nucleus is a fixed point charge without a magnetic moment. Its recoil and the radiative corrections of quantum electrodynamics are left out, so the result is the Dirac value of $g$ and not the complete one.

For a charge $-e$, minimal coupling replaces $\mathbf p$ by $\mathbf p+e\mathbf A$. Since $H_0$ is linear in $\mathbf p$, the added term is $H'=ec\,\boldsymbol\alpha\cdot\mathbf A$, with no term in $A^2$. We take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, whose curl is $\tfrac12(3\mathbf B-\mathbf B)=\mathbf B$. A cyclic exchange in the triple product gives $\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$, and therefore

$$H'=\frac{ecB}{2}(\mathbf r\times\boldsymbol\alpha)_z .$$

Q: I see no term $\boldsymbol\sigma\cdot\mathbf B$. Where has the spin moment gone?

A: It is contained in the current. The operator $c\boldsymbol\alpha$ is the Dirac velocity, so $-\tfrac12 e\,\mathbf r\times c\boldsymbol\alpha$ is the magnetic moment of a circulating charge, and $H'$ is minus that moment times the field. If the spin moment is really there, the calculation must return $g=2$ for a slow electron in an s state. We shall check that it does.

Equating the first-order shift $\langle H'\rangle$ to $g(e\hbar/2m)Bm_j$ and cancelling $eB/2$ gives

$$g\,m_j=\frac{mc}{\hbar}\,\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle .$$

From here on $\hbar=m=c=1$. Lengths are then in units of $\hbar/(mc)$, energies in units of $mc^2$, and $g\,m_j=\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle$. I write $\zeta=Z\alpha$, so that $V=-\zeta/r$.

Q: You used a plain expectation value. The level is degenerate, so you should diagonalize $H'$ within it.

A: The matrix is already diagonal. $H'$ commutes with $J_z$, so states of different $m_j$ do not mix. The Coulomb problem has one further degeneracy, between two states with the same $j$ and opposite parity. The parity operation combines inversion of space with the matrix $\beta$. It reverses $\mathbf r$, and it reverses $\boldsymbol\alpha$ because $\beta\boldsymbol\alpha\beta=-\boldsymbol\alpha$. The product $\mathbf r\times\boldsymbol\alpha$ is therefore even and cannot connect states of opposite parity. Mixing with levels of different energy is neglected, which requires $\mu_BB$ to be small compared with the distance to those levels.

Q: Now the state itself. Which quantum numbers does it carry?

A: Let $\Omega_\kappa$ be a two-component angular function with definite $j$, $m_j$ and $l$. The integer $\kappa$ encodes both $j$ and $l$:

$$\kappa=-(j+\tfrac12)\ \text{ for } l=j-\tfrac12,\qquad \kappa=+(j+\tfrac12)\ \text{ for } l=j+\tfrac12 .$$

Thus $s_{1/2}$ has $\kappa=-1$, $p_{1/2}$ has $\kappa=1$ and $p_{3/2}$ has $\kappa=-2$. In all cases $j(j+1)=\kappa^2-\tfrac14$. From $\mathbf J=\mathbf L+\tfrac12\boldsymbol\sigma$ we have $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This equals $l=-\kappa-1$ in the first case and $-(l+1)=-\kappa-1$ in the second, so

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa .$$

The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a scalar under rotations, has odd parity and satisfies $\sigma_r^2=1$. It keeps $j$ and $m_j$ and changes $l$ to the other allowed value. We fix the phase by $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. The bound state is

$$\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_\kappa\\ iQ(r)\,\Omega_{-\kappa}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1,$$

with real $P$ and $Q$.

Q: The sign of $Q$ will decide the sign of $g$. Show me the radial equations, not just the ansatz.

A: The identity $(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L$, multiplied from the left by $\sigma_r/r$, gives

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Acting on $f(r)\Omega_\kappa/r$, the bracket produces $f'/r-f/r^2+(\kappa+1)f/r^2=(f'+\kappa f/r)/r$. With $-i\sigma_r\Omega_\kappa=i\Omega_{-\kappa}$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{f}{r}\Omega_\kappa=\frac{i}{r}\left(f'+\frac{\kappa}{r}f\right)\Omega_{-\kappa}.$$

The lower line of the Dirac equation equates $(E+1-V)$ times the lower component to $\boldsymbol\sigma\cdot\mathbf p$ acting on the upper one. A factor $i$ cancels. The upper line equates $(E-1-V)$ times the upper component to $\boldsymbol\sigma\cdot\mathbf p$ acting on the lower one. There $\kappa$ is replaced by $-\kappa$, and $i\cdot i=-1$. The two lines become

$$P'=-\frac{\kappa}{r}P+(E+1-V)Q,\qquad Q'=\frac{\kappa}{r}Q-(E-1-V)P .$$

The energy $E$ includes the rest energy.

Q: And the magnetic operator between these states?

A: It joins the upper component to the lower one. The factor $r^2$ of the volume element cancels the two factors $1/r$ in $\psi$, and one factor $r$ remains from $\mathbf r$. With

$$R=\int_0^\infty rPQ\,dr$$

the expectation value is

$$\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle=R\left[i\langle\Omega_\kappa|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_{-\kappa}\rangle-i\langle\Omega_{-\kappa}|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_\kappa\rangle\right].$$

Inserting $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$ turns the bracket into

$$\langle\Omega_\kappa|-i(\hat{\mathbf r}\times\boldsymbol\sigma)_z\sigma_r+i\sigma_r(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_\kappa\rangle .$$

The Pauli product rule gives $\sigma_z\sigma_r=\hat r_z+i(\hat{\mathbf r}\times\boldsymbol\sigma)_z$, hence $(\hat{\mathbf r}\times\boldsymbol\sigma)_z=-i(\sigma_z\sigma_r-\hat r_z)$. Multiplication by $\sigma_r$ from the right gives

$$(\hat{\mathbf r}\times\boldsymbol\sigma)_z\sigma_r=-i(\sigma_z-\hat r_z\sigma_r),$$

and the Hermitian conjugate of this line is $\sigma_r(\hat{\mathbf r}\times\boldsymbol\sigma)_z=+i(\sigma_z-\hat r_z\sigma_r)$. The two terms contribute $(-i)(-i)=-1$ and $(i)(i)=-1$, so

$$\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle=-2R\,\langle\sigma_z-\hat r_z\sigma_r\rangle_\kappa .$$

Q: That still leaves an angular average for every $\kappa$ and $m_j$.

A: One projection handles them all. Within a multiplet of fixed $j$, the commutators of a vector operator $\mathbf v$ with $\mathbf J$ fix its matrix elements up to one common factor, so $\mathbf v$ acts there as a multiple of $\mathbf J$. Taking the scalar product with $\mathbf J$, which does not lead out of the multiplet, determines the factor:

$$\langle v_z\rangle=\frac{\langle\mathbf v\cdot\mathbf J\rangle}{j(j+1)}\,m_j .$$

Take $\mathbf v=\boldsymbol\sigma-\hat{\mathbf r}\sigma_r$. Its first part gives $\boldsymbol\sigma\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32=\tfrac12-\kappa$. For the second part, $\hat{\mathbf r}\cdot\mathbf L=0$, so $\sigma_r\,\hat{\mathbf r}\cdot\mathbf J=\tfrac12\sigma_r^2=\tfrac12$. The difference is $-\kappa$, and

$$\langle\sigma_z-\hat r_z\sigma_r\rangle_\kappa=-\frac{\kappa\,m_j}{j(j+1)} .$$

An s state with spin up allows a check by hand. There $\langle\sigma_z\rangle=1$ and $\langle\hat r_z\sigma_r\rangle=\langle\cos^2\theta\rangle=\tfrac13$, which leaves $\tfrac23$. The formula gives $\tfrac12\big/\tfrac34=\tfrac23$.

Dividing by $m_j$, we obtain for any central potential

$$g=\frac{2\kappa}{j(j+1)}\,R .$$

Q: You owe me the slow electron.

A: For weak binding $E+1-V\approx2$, and the first radial equation gives $Q\approx\tfrac12(P'+\kappa P/r)$. Then

$$R\approx\frac12\int_0^\infty(rPP'+\kappa P^2)\,dr=\frac12\left(\kappa-\frac12\right),$$

because integration by parts gives $\int rPP'\,dr=-\tfrac12\int P^2dr$, and $\int P^2dr\approx1$. For $\kappa=-1$ this is $R\approx-\tfrac34$, so $g\approx(-\tfrac83)(-\tfrac34)=2$. The spin moment was in the current after all.

Q: Good. Now bind the electron properly. What are $P$ and $Q$ for 1s?

A: With $\kappa=-1$, try $P=a\,r^\gamma e^{-\lambda r}$ and $Q=b\,r^\gamma e^{-\lambda r}$. Both functions then obey $f'=(\gamma/r-\lambda)f$. Comparing the terms in $1/r$ and the constant terms of the two radial equations gives four conditions:

$$(\gamma-1)a=\zeta b,\qquad -\lambda a=(E+1)b,$$

$$(\gamma+1)b=-\zeta a,\qquad -\lambda b=(1-E)a .$$

The two on the left require $\gamma^2-1=-\zeta^2$. We take the positive root, $\gamma=\sqrt{1-\zeta^2}$, which is real and nonzero for $\zeta<1$. With the negative root, the integrand of $\langle V\rangle$ would behave as $r^{-2\sqrt{1-\zeta^2}-1}$ at the origin, and the integral would diverge. The two on the right require $\lambda^2=1-E^2$. The ratio of the components can be read from either pair:

$$\frac ba=-\frac{\zeta}{1+\gamma}=-\frac{\lambda}{1+E}.$$

Squaring, with $\zeta^2=(1-\gamma)(1+\gamma)$ and $\lambda^2=(1-E)(1+E)$, we find $(1-\gamma)/(1+\gamma)=(1-E)/(1+E)$. Hence $E=\gamma$ and $\lambda=\zeta$. The solution has no node and belongs to the ground state.

Q: And the integral $R$?

A: Since $Q/P$ is the constant $b/a$,

$$R=\frac{b/a}{1+(b/a)^2}\,\langle r\rangle .$$

Here $1+(b/a)^2=1+(1-\gamma)/(1+\gamma)=2/(1+\gamma)$, so the prefactor is $-\zeta/2$. The mean radius is a ratio of gamma functions:

$$\langle r\rangle=\frac{\int_0^\infty r^{2\gamma+1}e^{-2\zeta r}dr}{\int_0^\infty r^{2\gamma}e^{-2\zeta r}dr}=\frac{2\gamma+1}{2\zeta}.$$

The factors of $\zeta$ cancel, $R=-(1+2\gamma)/4$, and $g=-\tfrac83R$ becomes

$$g_{1s}=\frac23(1+2\gamma),\qquad \gamma=\sqrt{1-(Z\alpha)^2}.$$

This is Breit's result.

Q: What does it say physically?

A: The weight of the small component is $w=\int Q^2dr=(1-\gamma)/2$, and the result can be rewritten as $g_{1s}=2-\tfrac83w$. The departure from 2 is thus proportional to the relativistic admixture in the state. For small $\zeta$, $\gamma\approx1-\zeta^2/2$ and $g_{1s}\approx2-\tfrac23\zeta^2$. As $\zeta\to1$, $\gamma\to0$ and $g_{1s}$ approaches $\tfrac23$. In that limit a real nucleus can no longer be treated as a point.

Q: Give me one ion with numbers.

A: Take hydrogenlike carbon, C$^{5+}$, with $Z=6$. Then $\zeta=0.04378412$ and $\gamma=0.99904102$. The mean radius is $2.99808204/0.08756824=34.2371$ in units of $\hbar/(mc)$, and $R=-2.99808204/4=-0.7495205$ in the same unit. This gives

$$g_{1s}=\frac23\times2.99808204=1.998721 .$$

Direct numerical integration of the magnetic operator, with radial functions obtained by diagonalization, gives the same value. The correction is $-0.00127865$, and its leading estimate $-\tfrac23\zeta^2$ is $-0.0012780$.

## Second half: any level, through its energy

Q: Before we go on, restate what I am to carry over.

A: In units $\hbar=m=c=1$, the potential is $V=-\zeta/r$ with $\zeta=Z\alpha$, and $E$ includes the rest energy. The integer $\kappa$ fixes $j=|\kappa|-\tfrac12$, with $j(j+1)=\kappa^2-\tfrac14$; it is negative for $l=j-\tfrac12$ and positive for $l=j+\tfrac12$. The large and small radial functions obey

$$P'=-\frac{\kappa}{r}P+(E+1-V)Q,\qquad Q'=\frac{\kappa}{r}Q-(E-1-V)P,$$

with $\int(P^2+Q^2)dr=1$. The shift $\Delta E=g\mu_BBm_j$ led to

$$g=\frac{2\kappa}{j(j+1)}R,\qquad R=\int_0^\infty rPQ\,dr,$$

and for 1s to $g=\tfrac23(1+2\gamma)$, where $\gamma=\sqrt{1-\zeta^2}$ is also the energy.

Q: For 1s you had a simple function. A higher state has polynomials in both components. Must I integrate them afresh for each level?

A: No. The radial equations themselves determine $R$. Differentiate $rP^2$ and $rQ^2$, inserting $P'$ and $Q'$:

$$\frac{d}{dr}(rP^2)=P^2-2\kappa P^2+2r(E+1-V)PQ,$$

$$\frac{d}{dr}(rQ^2)=Q^2+2\kappa Q^2-2r(E-1-V)PQ .$$

In the sum $E$ and $V$ cancel, and only $2r[1-(-1)]PQ=4rPQ$ survives from the last terms:

$$\frac{d}{dr}\left[r(P^2+Q^2)\right]=P^2+Q^2-2\kappa(P^2-Q^2)+4rPQ .$$

Now integrate from zero to infinity. The left side vanishes, because the bound functions decay exponentially and $r(P^2+Q^2)\to0$ at the origin. Since $\beta$ is $+1$ on the upper component and $-1$ on the lower one, $\langle\beta\rangle=\int(P^2-Q^2)dr$. Thus

$$0=1-2\kappa\langle\beta\rangle+4R,\qquad R=\frac{2\kappa\langle\beta\rangle-1}{4},$$

and the $g$ factor is

$$g=\frac{\kappa}{j(j+1)}\left(\kappa\langle\beta\rangle-\frac12\right).$$

The $g$ factor of a bound level now follows from the single average $\langle\beta\rangle$, without a separate integration of $rPQ$. It remains to express $\langle\beta\rangle$ through the energy in the Coulomb field, to derive the energy levels, and to see where the energy form fails.
